# Diagnosing a faulty Ewald code from its energy drift with η: verification in Python

```python
"""Diagnosis of a faulty Ewald code from the drift of its energy with eta.

Result under test (hartree atomic units, conducting outer boundary):
  E = E_real + E_rec - eta*S2/sqrt(pi) - pi*Q^2/(2*V*eta^2)
does not depend on eta, so a missing self term leaves a drift linear in eta
and a missing background term leaves a drift in 1/eta^2.
Symbols: eta = inverse length in erfc(eta*r); Q = sum of charges;
S2 = sum of squared charges; V = cell volume;
x, y = missing fractions of the self and background terms.
The reference energy is a direct Coulomb sum with a smooth cutoff, which uses
neither erfc nor reciprocal vectors.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from scipy.special import erf, erfc

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
lattice = np.array([[10.0, 0.0, 0.0], [2.0, 9.0, 0.0], [1.0, -1.0, 11.0]])
fractional = np.array([[0.0, 0.0, 0.0], [0.5, 0.5, 0.0], [0.25, 0.2, 0.5]])
positions = fractional @ lattice
volume = abs(np.linalg.det(lattice))
reciprocal = 2 * np.pi * np.linalg.inv(lattice).T
charged = np.array([2.0, 1.0, -1.0])
neutral = np.array([2.0, -1.0, -1.0])


def lattice_points(basis, cutoff):
    """All lattice points needed to cover a sphere, with one spare layer."""
    dual_lengths = np.linalg.norm(np.linalg.inv(basis).T, axis=1)
    limits = np.floor(cutoff * dual_lengths).astype(int) + 1
    axes = [np.arange(-n, n + 1) for n in limits]
    grid = np.stack(np.meshgrid(*axes, indexing="ij"), axis=-1)
    return grid.reshape(-1, 3) @ basis


def pair_sum(charges, function, cutoff):
    """Half the sum of q_i q_j function(r), without the zero-distance terms."""
    points = lattice_points(lattice, cutoff)
    total = 0.0
    for qi, ri in zip(charges, positions):
        for qj, rj in zip(charges, positions):
            r = np.linalg.norm(points + rj - ri, axis=1)
            r = r[(r > 1e-9) & (r < cutoff)]
            total += 0.5 * qi * qj * np.sum(function(r))
    return total


def real_sum(charges, eta, reach=6.0, cutoff=None):
    cutoff = reach / eta if cutoff is None else cutoff
    return pair_sum(charges, lambda r: erfc(eta * r) / r, cutoff)


def rec_sum(charges, eta, reach=6.0, cutoff=None):
    cutoff = 2 * reach * eta if cutoff is None else cutoff
    g = lattice_points(reciprocal, cutoff)
    g2 = np.sum(g * g, axis=1)
    keep = (g2 > 1e-12) & (g2 < cutoff**2)
    g, g2 = g[keep], g2[keep]
    structure = np.exp(1j * (g @ positions.T)) @ charges
    weight = np.exp(-g2 / (4 * eta**2)) / g2
    return 2 * np.pi / volume * np.sum(weight * np.abs(structure) ** 2)


def self_term(charges, eta):
    return eta * np.sum(charges**2) / np.sqrt(np.pi)


def background_term(charges, eta):
    return np.pi * np.sum(charges) ** 2 / (2 * volume * eta**2)


def direct_energy(charges, radius):
    """Direct sum plus background, cut by a function flat at the origin."""
    def cut(r):
        u = (r / radius) ** 2
        return np.exp(-u) * (1 + u + u**2 / 2 + u**3 / 6)
    integral = quad(lambda r: 4 * np.pi * r * cut(r), 0, 7 * radius,
                    epsabs=1e-10, epsrel=1e-13, limit=200)[0]
    points = pair_sum(charges, lambda r: cut(r) / r, 7 * radius)
    return points - np.sum(charges) ** 2 * integral / (2 * volume)


def fit_drift(etas, energies):
    """Least squares on 1, eta, eta^-2: coefficients and largest residual."""
    columns = np.stack([np.ones_like(etas), etas, etas**-2], axis=1)
    scale = np.linalg.norm(columns, axis=0)
    solution = np.linalg.lstsq(columns / scale, energies, rcond=None)[0] / scale
    return solution, np.max(np.abs(columns @ solution - energies))


def sums(charges, etas, **options):
    real = np.array([real_sum(charges, e, **options) for e in etas])
    rec = np.array([rec_sum(charges, e, **options) for e in etas])
    return real, rec


S2, Q = np.sum(charged**2), np.sum(charged)
slope_law = S2 / np.sqrt(np.pi)
inverse_law = np.pi * Q**2 / (2 * volume)
print(f"V = {volume:.1f} bohr^3, Q = {Q:.0f} e, S2 = {S2:.0f} e^2")
print(f"predicted slope S2/sqrt(pi) = {slope_law:.6f} Ha bohr")
print(f"predicted pi Q^2/(2V) = {inverse_law:.8f} Ha/bohr^2")

# The two limits behind the correction terms.
test_eta = 0.3
space_integral = quad(lambda r: 4 * np.pi * r * erfc(test_eta * r), 0, 40)[0]
assert abs(space_integral - np.pi / test_eta**2) < 1e-6
assert abs(erf(test_eta * 1e-5) / 1e-5 - 2 * test_eta / np.sqrt(np.pi)) < 1e-9

# Independent reference energy.
reference_small = direct_energy(charged, 30.0)
reference = direct_energy(charged, 45.0)
assert abs(reference - reference_small) < 1e-5
print(f"direct sum, R = 30 bohr: {reference_small:.8f} Ha")
print(f"direct sum, R = 45 bohr: {reference:.8f} Ha")

# Correct and faulty codes over a wide window.
etas = np.linspace(0.1, 0.6, 11)
real, rec = sums(charged, etas)
own, back = self_term(charged, etas), background_term(charged, etas)
correct = real + rec - own - back
assert np.ptp(correct) < 1e-10
assert abs(np.mean(correct) - reference) < 1e-7
energy = np.mean(correct)
print(f"Ewald energy = {energy:.8f} Ha = {energy * HARTREE_EV:.6f} eV")
print(f"spread of correct code over eta = {np.ptp(correct):.1e} Ha")
loose_real, loose_rec = sums(charged, np.array([0.3]), reach=4.0)
loose = (loose_real + loose_rec)[0] - self_term(charged, 0.3)
loose -= background_term(charged, 0.3)
tight = correct[np.argmin(np.abs(etas - 0.3))]
assert abs(loose - tight) < 1e-6
print(f"shift, cutoff reach 4 to 6, eta 0.3: {tight - loose:.1e} Ha")

print("eta (1/bohr): E_real, E_rec, no self, no background (Ha)")
for k in (0, 2, 4, 6, 10):
    print(f" {etas[k]:.2f}: {real[k]:.6f} {rec[k]:.6f} "
          f"{correct[k] + own[k]:.6f} {correct[k] + back[k]:.6f}")

cases = [("correct", real + rec - own - back, 0, 0),
         ("no self", real + rec - back, 1, 0),
         ("no background", real + rec - own, 0, 1),
         ("neither", real + rec, 1, 1),
         ("self sign reversed", real + rec + own - back, 2, 0)]
print("fit: x, y, intercept (Ha), largest residual (Ha)")
for name, values, expected_x, expected_y in cases:
    (c0, a, b), residual = fit_drift(etas, values)
    x, y = a / slope_law, b / inverse_law
    assert abs(x - expected_x) < 1e-8 and abs(y - expected_y) < 1e-8
    assert abs(c0 - reference) < 1e-7 and residual < 1e-10
    print(f" {name}: {x:.6f} {y:.6f} {c0:.8f} {residual:.0e}")

# Derivative of the bare sums, by central difference.
step, point = 1e-3, 0.2
plus = real_sum(charged, point + step) + rec_sum(charged, point + step)
minus = real_sum(charged, point - step) + rec_sum(charged, point - step)
numeric = (plus - minus) / (2 * step)
formula = slope_law - 2 * inverse_law / point**3
assert abs(numeric - formula) < 1e-3  # step error is of order 4*b*step^2/eta^5
print(f"d(E_real+E_rec)/d eta at 0.2: {numeric:.5f} numeric, "
      f"{formula:.5f} law (Ha bohr)")

# A neutral cell hides the missing background term.
n_real, n_rec = sums(neutral, etas)
n_values = n_real + n_rec - self_term(neutral, etas)
assert np.ptp(n_values) < 1e-10
assert abs(np.mean(n_values) - direct_energy(neutral, 45.0)) < 1e-7
print(f"neutral cell, no background: spread {np.ptp(n_values):.1e} Ha")

# False plateau when both terms are missing.
def bare(eta):
    return real_sum(charged, eta) + rec_sum(charged, eta)


plateau = minimize_scalar(bare, bounds=(0.1, 0.3), method="bounded",
                          options={"xatol": 1e-7})
plateau_law = (np.pi**1.5 * Q**2 / (volume * S2)) ** (1 / 3)
plateau_error = plateau.fun - reference
assert abs(plateau.x - plateau_law) < 1e-5
assert abs(plateau_error - 1.5 * slope_law * plateau_law) < 1e-7
rise = max(bare(0.9 * plateau.x), bare(1.1 * plateau.x)) - plateau.fun
assert rise < 0.05 * plateau_error
print(f"false plateau: eta = {plateau.x:.5f}, law {plateau_law:.5f} 1/bohr")
print(f" error there {plateau_error:.5f} Ha; rise within 10% {rise:.5f} Ha")

# Wrong prefactors imitate both drifts in a one-sided window.
excess = 0.1
print(f"prefactor faults of {100 * excess:.0f}%: x, y, intercept, residual")
for name, window, which in (("reciprocal, eta 0.7-1.0", (0.7, 1.0), 1),
                            ("real, eta 0.03-0.05", (0.03, 0.05), 0)):
    side = np.linspace(*window, 7)
    parts = sums(charged, side)
    values = parts[0] + parts[1] + excess * parts[which]
    values = values - self_term(charged, side) - background_term(charged, side)
    (c0, a, b), residual = fit_drift(side, values)
    x, y = a / slope_law, b / inverse_law
    assert abs(x - excess) < 1e-4 and abs(y - excess) < 1e-2
    assert abs(c0 - (1 + excess) * reference) < 1e-4 and residual < 1e-7
    print(f" {name}: {x:.5f} {y:.5f} {c0:.6f} {residual:.0e}")
    wide = correct + excess * (real, rec)[which]
    wide_residual = fit_drift(etas, wide)[1]
    assert wide_residual > 1e-5
    print(f"  residual in wide window 0.1-0.6: {wide_residual:.1e} Ha")

# Truncated sums give drifts of the opposite sign.
high = np.linspace(5.0, 10.0, 7)
g_cut = 2.0
cut_rec = np.array([real_sum(charged, e) + rec_sum(charged, e, cutoff=g_cut)
                    for e in high])
cut_rec = cut_rec - self_term(charged, high) - background_term(charged, high)
x_cut = fit_drift(high, cut_rec)[0][1] / slope_law
assert abs(x_cut + 1) < 1e-2
low = np.linspace(0.005, 0.02, 7)
r_cut = 15.0
cut_real = np.array([real_sum(charged, e, cutoff=r_cut) + rec_sum(charged, e)
                     for e in low])
cut_real = cut_real - self_term(charged, low) - background_term(charged, low)
y_cut = fit_drift(low, cut_real)[0][2] / inverse_law
assert abs(y_cut + 1) < 1e-2
print(f"G cutoff {g_cut:.1f} 1/bohr, eta 5-10: x = {x_cut:.5f}")
print(f"r cutoff {r_cut:.1f} bohr, eta 0.005-0.02: y = {y_cut:.5f}")

# Using alpha = eta^2 as if it were eta spoils the fit.
wrong_variable = fit_drift(etas**2, correct + own)[1]
assert wrong_variable > 1e-3
print(f"no self, fitted to 1, alpha, alpha^-2: residual "
      f"{wrong_variable:.4f} Ha")

print("all tests passed")
```

Output:

```
V = 990.0 bohr^3, Q = 2 e, S2 = 6 e^2
predicted slope S2/sqrt(pi) = 3.385138 Ha bohr
predicted pi Q^2/(2V) = 0.00634665 Ha/bohr^2
direct sum, R = 30 bohr: -0.72726891 Ha
direct sum, R = 45 bohr: -0.72726872 Ha
Ewald energy = -0.72726871 Ha = -19.789990 eV
spread of correct code over eta = 5.6e-16 Ha
shift, cutoff reach 4 to 6, eta 0.3: 2.2e-08 Ha
eta (1/bohr): E_real, E_rec, no self, no background (Ha)
 0.10: 0.245730 0.000180 -0.388755 -0.092604
 0.20: 0.016325 0.092100 -0.050241 -0.568602
 0.30: 0.003129 0.355662 0.288273 -0.656750
 0.40: 0.000277 0.666176 0.626786 -0.687602
 0.60: 0.000000 1.321443 1.303814 -0.709639
fit: x, y, intercept (Ha), largest residual (Ha)
 correct: -0.000000 0.000000 -0.72726871 8e-16
 no self: 1.000000 0.000000 -0.72726871 1e-15
 no background: -0.000000 1.000000 -0.72726871 1e-15
 neither: 1.000000 1.000000 -0.72726871 1e-15
 self sign reversed: 2.000000 0.000000 -0.72726871 6e-16
d(E_real+E_rec)/d eta at 0.2: 1.79840 numeric, 1.79847 law (Ha bohr)
neutral cell, no background: spread 5.6e-16 Ha
false plateau: eta = 0.15536, law 0.15536 1/bohr
 error there 0.78886 Ha; rise within 10% 0.00909 Ha
prefactor faults of 10%: x, y, intercept, residual
 reciprocal, eta 0.7-1.0: 0.10000 0.10000 -0.799996 4e-11
  residual in wide window 0.1-0.6: 2.8e-03 Ha
 real, eta 0.03-0.05: 0.10000 0.10000 -0.799996 1e-15
  residual in wide window 0.1-0.6: 2.8e-03 Ha
G cutoff 2.0 1/bohr, eta 5-10: x = -0.99998
r cutoff 15.0 bohr, eta 0.005-0.02: y = -0.99997
no self, fitted to 1, alpha, alpha^-2: residual 0.1202 Ha
all tests passed
```
